# Acceptance ratio for grand-canonical insertion and deletion of lattice dimers

## Result

A precursor that occupies two neighbouring sites is a dimer on a lattice. Let the lattice have \(B\) bonds, a bond being a pair of neighbouring sites, and let \(N\) dimers be present. Each Monte Carlo step attempts, with probability 1/2 each,

- an insertion on a bond drawn uniformly from all \(B\) bonds, which fails if either site is filled; or
- a deletion of a dimer drawn uniformly from those present, which does nothing if \(N=0\).

To sample hard-core dimers at activity \(z\), the acceptance probabilities must satisfy

\[
\frac{A_{\rm ins}(N)}{A_{\rm del}(N+1)}=\frac{zB}{N+1}, \tag{1}
\]

where \(N\) is counted before the insertion. The right side is a ratio of two probabilities and may exceed one. The Metropolis choice that obeys it is

\[
A_{\rm ins}(N)=\min\!\Big(1,\frac{zB}{N+1}\Big),\qquad
A_{\rm del}(N)=\min\!\Big(1,\frac{N}{zB}\Big). \tag{2}
\]

## What is being sampled

A configuration \(C\) is a set of bonds, no two sharing a site, each carrying one dimer. Dimers have no labels. The pairing of sites belongs to \(C\): four filled sites on a square can be covered by two horizontal or by two vertical dimers, and these are different configurations. A simulation must therefore store the dimers, not just the filled sites.

The target law is

\[
\pi(C)=\frac{z^{N(C)}e^{-\beta U(C)}}{Z},\qquad \beta=\frac1{k_BT},
\]

where \(U\) is the interaction energy between dimers and \(Z\) normalizes the law. The binding energy and internal motion of a single dimer are contained in \(z\). Hard-core dimers have \(U=0\) for every allowed configuration. Each bond is assumed to offer one adsorbed state.

## Derivation from detailed balance

Let \(C'\) be \(C\) with one dimer added on a vacant bond, that is, a bond with both sites empty. The move \(C\to C'\) requires an insertion attempt and the choice of one particular bond among \(B\). The reverse move requires a deletion attempt and the choice of one particular dimer among \(N+1\). The proposal probabilities are

\[
g(C\to C')=\frac12\,\frac1B,\qquad g(C'\to C)=\frac12\,\frac1{N+1}.
\]

Detailed balance sets the two probability flows equal:

\[
\frac{z^N e^{-\beta U(C)}}{Z}\,\frac{A_{\rm ins}}{2B}
=\frac{z^{N+1}e^{-\beta U(C')}}{Z}\,\frac{A_{\rm del}}{2(N+1)} .
\]

Cancel \(z^N/(2Z)\), multiply by \(B\), and divide by \(A_{\rm del}\,e^{-\beta U(C)}\):

\[
\frac{A_{\rm ins}}{A_{\rm del}}=\frac{zB}{N+1}\,e^{-\beta\Delta U},\qquad \Delta U=U(C')-U(C). \tag{3}
\]

For \(U=0\) this is (1). The factor \(B\) comes from the choice of bond, and \(N+1\) from the choice of dimer in the reverse move.

The same balance covers three variants.

**Unequal attempt shares.** If insertion is attempted with probability \(s\) and deletion with \(1-s\), the factors 1/2 become \(s\) on the left and \(1-s\) on the right. The ratio (3) is then multiplied by \((1-s)/s\).

**Choice among vacant bonds only.** If the bond is drawn from the \(F(C)\) vacant bonds, the insertion proposal is \(1/(2F)\), and \(B\) in (3) is replaced by \(F(C)\), counted before the insertion. The simpler rule with \(B\) needs no list of vacant bonds, at the price of failed attempts.

**Several states per bond.** Suppose a dimer with distinguishable ends has two orientations of equal weight, and insertion draws one of the \(2B\) placements. With activity \(z_1\) per placement the ratio is \(2z_1B/(N+1)\). Since \(z=2z_1\) is the total activity of the bond, this is again \(zB/(N+1)\). The factor 2 must enter once, either in the activity or in the count.

## Why stationarity alone forces the ratio

Detailed balance is sufficient for a stationary law but not necessary in general. For hard-core dimers with acceptances that depend only on \(N\), however, (1) is also necessary.

Let \(W_N\) be the number of configurations with \(N\) dimers. Count the pairs \((C,C')\) in which \(C'\) has one dimer more than \(C\). Starting from \(C\), there are \(F(C)\) ways to add a dimer. Starting from \(C'\), there are \(N+1\) ways to remove one. Hence

\[
\sum_{C:\,N(C)=N}F(C)=(N+1)\,W_{N+1}. \tag{4}
\]

In a stationary state the probability of having at most \(N\) dimers does not change. Since a step changes the number by at most one, the flow from \(N\) to \(N+1\) must equal the flow back. An insertion attempt finds a vacant bond with probability \(F(C)/B\), and a deletion attempt from \(N+1\ge1\) always finds a dimer. Therefore

\[
\sum_{C:\,N(C)=N}\frac{z^N}{Z}\,\frac{F(C)}{2B}\,A_{\rm ins}(N)
=\frac{z^{N+1}}{Z}\,W_{N+1}\,\frac12A_{\rm del}(N+1).
\]

Inserting (4) on the left gives

\[
\frac{z^N(N+1)W_{N+1}}{2BZ}A_{\rm ins}(N)=\frac{z^{N+1}W_{N+1}}{2Z}A_{\rm del}(N+1).
\]

As long as \(W_{N+1}>0\), that factor cancels and (1) follows. With interactions the acceptance depends on the configurations, and this argument no longer fixes it pair by pair; (3) is then the condition of detailed balance.

## Acceptance rules and convergence

Write \(r\) for the right side of (3). Metropolis acceptance is \(A_{\rm ins}=\min(1,r)\), \(A_{\rm del}=\min(1,1/r)\). If \(r\ge1\) the quotient is \(1/(1/r)=r\); if \(r<1\) it is \(r/1=r\). The Barker rule, \(A_{\rm ins}=r/(1+r)\) and \(A_{\rm del}=1/(1+r)\), also has quotient \(r\). In the Metropolis rule one of the two probabilities equals one, so no other pair with the same quotient has larger acceptances.

For finite \(z>0\), every configuration can be emptied by successive deletions and rebuilt by successive insertions, so all configurations are connected. On the empty lattice a deletion attempt leaves the state unchanged, which excludes periodic cycling. The finite chain therefore converges to a unique stationary law.

This was tested by solving the full transition matrix of an open 3×4 patch, with 17 bonds and 823 configurations, at \(z=0.8\). The stationary law agreed with the target for both acceptance rules, for an insertion share of 0.3 with the corrected ratio, and for a repulsion \(\beta\varepsilon=0.5\) per contact between different dimers. The relative tolerance was \(10^{-8}\).

## A square that can be followed by hand

An open 2×2 square has \(B=4\). It has one empty configuration, four with one dimer and two with two dimers, so

\[
Z=1+4z+2z^2 .
\]

At \(z=1\) the probabilities of \(N=0,1,2\) are \(1/7,\ 4/7,\ 2/7\).

The ratio (1) is \(4/1=4\) from \(N=0\) and \(4/2=2\) from \(N=1\). Both exceed one, so insertion on a vacant bond is accepted. Deletion is accepted with probability 1/4 from \(N=1\) and 1/2 from \(N=2\). The flows between 0 and 1 are

\[
\frac17\cdot\frac12\cdot1=\frac1{14},\qquad \frac47\cdot\frac12\cdot\frac14=\frac1{14}.
\]

With one dimer present, one bond of four is vacant. The flows between 1 and 2 are

\[
\frac47\cdot\frac12\cdot\frac14=\frac1{14},\qquad \frac27\cdot\frac12\cdot\frac12=\frac1{14}.
\]

## What a wrong count samples

A wrong ratio can still give a plausible coverage, because the chain may settle into some other law. What matters is the quotient \(r(N)=A_{\rm ins}(N)/A_{\rm del}(N+1)\) that the simulation actually realises. The cases below assume that the wrong count enters both acceptances, as \(\min(1,r)\) and \(\min(1,1/r)\). An error in the insertion formula alone changes nothing wherever the insertion acceptance remains one. For \(U=0\), detailed balance gives

\[
\frac{\pi(C')}{\pi(C)}=\frac{N+1}{B}\,r(N). \tag{5}
\]

**Sites in place of bonds.** With \(r=zM/(N+1)\), where \(M\) is the number of sites, (5) gives \(zM/B\). The chain samples a valid dimer system at the wrong activity. A periodic square lattice has \(B=2M\), so the activity is halved.

**Old number in place of new.** With \(r=zB/\max(N,1)\), (5) gives \(z\) for the step from 0 to 1 and \(z(N+1)/N\) for later steps. Multiplying the steps,

\[
\text{weight}(N)=z^N\,\frac21\cdot\frac32\cdots\frac{N}{N-1}=N z^N\qquad(N\ge1).
\]

On the 2×2 square at \(z=1\) the level weights become \(1,\ 4,\ 2\cdot2=4\), so the probabilities are \(1/9,4/9,4/9\) instead of \(1/7,4/7,2/7\). The relative error in \(\langle N\rangle\) is small when \(\langle N\rangle\) is large, not merely when the lattice is large. On a large, dilute lattice with \(zB=1\) the number of dimers is nearly Poisson with mean 1, and the weight \(\max(N,1)/N!\) moves the mean to \(2e/(1+e)=1.46\). When the empty lattice has negligible probability, the extra factor \(N\) changes the mean to

\[
\frac{\langle N^2\rangle}{\langle N\rangle}=\langle N\rangle+\frac{{\rm var}(N)}{\langle N\rangle}. \tag{6}
\]

## Vacancy balance and two limits

Multiply (4) by \(z^{N+1}/Z\) and sum over \(N\). The left side becomes \(z\langle F\rangle\) and the right side becomes \(\langle N\rangle\):

\[
z\langle F\rangle=\langle N\rangle. \tag{7}
\]

This holds for hard-core dimers on any finite lattice. It is also the balance of adsorption, at a rate \(k_a\) per vacant bond, and desorption, at a rate \(k_d\) per dimer, with \(k_a/k_d=z\).

**Dilute limit.** On a periodic square lattice with side at least four, a dimer blocks its own bond and the three other bonds at each end, seven in all. Thus \(W_1=B\) and \(W_2=B(B-7)/2\). Expanding \(\langle N\rangle=z\,d\ln Z/dz\) to second order,

\[
\langle N\rangle=Bz+(2W_2-B^2)z^2+\dots=B(z-7z^2+\dots).
\]

The site coverage is \(\theta=2N/M\), so its mean is \(4z-28z^2+\dots\). The first term is useful when \(7z\ll1\).

**Nearly full limit.** The 4×4 periodic lattice has \(W_8=272\) and \(W_7=3712\). Keeping the two highest powers, \(Z\simeq272z^8+3712z^7\), and

\[
\langle N\rangle\simeq8-\frac{3712}{272\,z}\simeq8-\frac{13.6}{z},\qquad z\gg13.6 .
\]

Here the rule remains correct but becomes slow. From the full lattice a deletion is accepted with probability \(8/(32z)=1/(4z)\) and attempted half the time, so the mean wait for a first deletion is \(8z\) steps. Rearrangement is slower still. The only vacant bond is then the one just emptied: it is refilled with probability \(1/64\) per step, while a second deletion occurs with probability \(7/(64z)\). Only about \(7/z\) of these excursions go further, so reaching a different full covering takes at least of order \(z^2\) steps.

## Activity from the gas pressure

Use atomic units with \(k_B=1\), so \(\beta=1/T\). For an ideal gas of \(n_g\) molecules with single-molecule partition function \(q\), \(Z_g=q^{n_g}/n_g!\). Stirling's formula gives \(\mu=-T\ln(q/n_g)\), hence \(e^{\beta\mu}=n_g/q\).

The translational part of \(q\) per volume is

\[
\int_0^\infty\frac{4\pi k^2\,dk}{(2\pi)^3}e^{-\beta k^2/2m}=\Big(\frac{m}{2\pi\beta}\Big)^{3/2}=\Lambda^{-3},\qquad \Lambda=\sqrt{\frac{2\pi\beta}{m}} .
\]

For linear CO2 with two identical spin-zero oxygen nuclei, only even \(J\) occur in the vibrational ground state. Bending states with vibrational angular momentum \(l\neq0\) have every \(J\ge|l|\), but only one level of each \(\pm l\) pair, so half the levels are missing there as well. The classical rotational sum is half of \(2I/\beta\), so \(q_{\rm rot}=I/\beta\), with \(I=2m_{\rm O}r^2\) and \(r\) the C–O length. The factor of the four internal vibrations is left out of \(q\) here, because it will cancel against the same factor on the surface. With gas density \(\beta p\),

\[
e^{\beta\mu}=\frac{\beta p\Lambda^3}{q_{\rm rot}} .
\]

On adsorption, three translations and two rotations become five surface vibrations. The four internal vibrations are taken to be unchanged and cancel. Let \(E>0\) be the energy released between the lowest gas level and the lowest adsorbed level, zero-point energy included. Then

\[
z=\frac{\beta p\Lambda^3}{q_{\rm rot}}\;q_{\rm mode}^5\,e^{\beta E},\qquad q_{\rm mode}=\frac1{1-e^{-\beta\omega}} . \tag{8}
\]

## Example: CO2 on a square surface

Take \(T=500\) K, \(p=1\) Torr, site spacing 0.30 nm, C–O length 0.116 nm, \(E=1.10\) eV and five modes of 0.020 eV. The molecular and surface values are rough. The gas density is \(1.93\times10^{-5}\) nm\(^{-3}\), \(\Lambda=0.01177\) nm and \(q_{\rm rot}=443.8\), so

\[
e^{\beta\mu}=\frac{1.93\times10^{-5}\,(0.01177)^3}{443.8}\simeq7.10\times10^{-14}.
\]

With \(k_BT=0.04309\) eV, \(\beta E\simeq25.53\). With \(q_{\rm mode}=2.693\), \(q_{\rm mode}^5\simeq142\), and

\[
z\simeq(7.10\times10^{-14})(142)(1.22\times10^{11})\simeq1.23 .
\]

An 8×8 periodic lattice has \(M=64\) and \(B=128\). A transfer matrix gives \(\langle N\rangle=21.39\) for this model. At \(N=21\),

\[
\frac{zB}{N+1}=\frac{1.2291\times128}{22}=7.15 .
\]

Insertion on a vacant bond is accepted, and deletion from 22 dimers is accepted with probability \(1/7.15=0.140\). Even at \(N=31\) the ratio is \(157.3/32>1\), so insertions fail here only through blocked sites. By (7), \(\langle F\rangle=21.39/1.229=17.4\), and the expected accepted share is \(17.4/128=0.136\). The simulation gave 0.136.

Over 1.6 million steps the simulation gave \(\langle N\rangle=21.37\pm0.02\) (one standard error), in agreement with the transfer matrix. The coverage and dimer density are

\[
\theta=\frac{2(21.39)}{64}=0.67,\qquad
\frac{21.39}{64(0.30)^2}=3.7\ {\rm nm^{-2}}=0.037\ \text{Å}^{-2}.
\]

Replacing \(B\) by \(M\) in both acceptances would lower the coverage to 0.56. By (6), with variance 4.56, the \(\max(N,1)\) ratio used in both acceptances would raise \(\langle N\rangle\) by \(4.56/21.39=0.21\), or 1%. Here both errors act through the deletion acceptance, since insertion on a vacant bond is accepted with either count.

## How far the model can be trusted

The surface is an idealization. On basic oxides CO2 can form carbonates, with carbon bound to a surface oxygen, whereas here both molecular oxygens bind to equivalent sites. The straight molecule spans 0.232 nm, less than the site spacing, so its bonds to the surface must lean unless the molecule stretches.

Binding energy is a leading uncertainty, and \(E=1.10\) eV is an illustrative value that gives \(z\) near one. A binding of this size is typical of chemisorbed, bent CO2, whose internal vibrations do change. A straight, physisorbed molecule is held by a few tenths of an eV; with \(E=0.4\) eV, (8) gives \(z\simeq1\times10^{-7}\) and a coverage near \(4\times10^{-7}\) at the same temperature and pressure, if the five 0.020 eV modes are kept. A weakly bound molecule has softer modes: with 0.005 eV the coverage becomes \(2\times10^{-4}\). If the molecule moves freely over the surface, (8) no longer applies. At \(E=0.4\) eV the layer is sparse in either case, but the number is uncertain by orders of magnitude. The example illustrates the sampling rule and does not predict CO2 coverage on a real surface. A change of 0.1 eV multiplies or divides \(z\) by 10.2; with all else fixed, the coverage becomes 0.27 for weaker and 0.89 for stronger binding. Halving the surface-mode energies at fixed \(E\) raises it to 0.92. If the two gas bending modes, roughly 0.083 eV each, had no thermally active counterpart on the surface, it would fall to 0.62.

Lateral repulsion also matters. On a 4×4 lattice, 0.02 eV for each neighbouring pair of filled sites belonging to different dimers lowers the coverage from 0.67 to 0.47 at fixed \(z\). Such a system needs the factor \(e^{-\beta\Delta U}\) in (3). Finite size matters little: the 8×8 and 10×10 lattices both give 0.668.

Equilibrium sampling also presumes reversible adsorption. The gas strikes the area belonging to one bond \(1.07\times10^5\) times per second. With an assumed sticking probability of \(10^{-3}\) on a vacant bond, \(k_a\simeq107\ {\rm s^{-1}}\), and the mean residence time is

\[
\frac1{k_d}=\frac{z}{k_a}=\frac{1.229}{107\ {\rm s^{-1}}}\simeq11.5\ {\rm ms}.
\]

It varies inversely with the assumed sticking probability. An exposure lasting many residence times can be expected to approach equilibrium, though the relaxation time was not computed. In a purge without readsorption the layer decays as \(e^{-k_dt}\), so after 100 ms about 0.02% remains. The example thus describes reversible occupation during exposure. A precursor that loses a ligand and stays bound has no matching deletion step, and its growth requires a kinetic simulation instead of (1).

The lattice counts, the gas activity and the coverages of the \(E=1.10\) eV example are listed in the numerical output.

## Computed values

```
3x4 patch: bonds 17, configurations 823
2x2 square: configurations with N=0,1,2: [1, 4, 2]
2x2, z=1, correct rule, P(N): [0.1429, 0.5714, 0.2857]
2x2, z=1, max(N,1) rule, P(N): [0.1111, 0.4444, 0.4444]
4x4 torus: configurations by N: [1, 32, 400, 2496, 8256, 14208, 11648, 3712, 272]
Temperature 500 K; pressure 1.0 Torr
Thermal energy kT 0.04309 eV
Site spacing 0.30 nm; C-O length 0.116 nm
Adsorption energy (rough input) 1.10 eV
Energy of each of five surface modes 0.020 eV
Thermal wavelength 0.01177 nm
Rotational partition function 443.8
Partition function of one surface mode 2.6929
Gas fugacity exp(beta mu) 7.0958e-14
Activity per bond z 1.2291
8x8 torus: sites M 64, bonds B 128
Exact mean N 21.3893; exact variance 4.5617
Monte Carlo mean N 21.3665 +/- 0.0215
Monte Carlo steps after burn-in 1600000
Accepted share of insertion attempts 0.1363
Mean vacant bonds F = N/z 17.4021
Ratio zB/(N+1) at N=21: 7.1512
Metropolis insertion at N=21, vacant bond: 1.0000
Metropolis deletion from N=22: 0.1398
Site coverage 0.6684
Dimer density 3.7134 nm^-2 = 0.037134 angstrom^-2
Coverage if M replaces B 0.5602
Coverage on 4x4 torus 0.6722
Coverage on 10x10 torus 0.6684
4x4 coverage with 0.02 eV repulsion per contact 0.4718
Factor in z for 0.1 eV stronger binding 10.185
Coverage, binding 0.1 eV weaker 0.2736
Coverage, binding 0.1 eV stronger 0.8923
Factor in z if surface mode energies are halved 18.525
Coverage with halved mode energies 0.9221
Gas bending-mode energy (rough input) 0.083 eV
Partition function of two gas bends 1.3701
Coverage if bends freeze on adsorption 0.6215
Gas hits per bond area 1.0657e+05 s^-1
Assumed sticking probability on a vacant bond 1.0e-03
Mean residence time of a dimer 11.533 ms
```
